\section*{Exchange from On-Site Quantities, a Spin-Split Chain, and the Mean-Field Curie Temperature}

\section{Problem}

Electrons move in a lattice of sites that carry magnetic moments with directions $\mathbf e_i$, $|\mathbf e_i|=1$. In the reference state all moments point along $z$. Small changes of direction are described by the classical Heisenberg energy
\begin{equation}
E=-\sum_{i\neq j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j ,\qquad J_{ij}=J_{ji},\qquad J_0=\sum_{j\neq0}J_{0j}.
\label{heis}
\end{equation}
The sum runs over ordered pairs, so each pair is counted twice.

Spin-orbit coupling is absent. The spin-dependent potential is confined to the sites and turns rigidly with the moment. The $J_{ij}$ are defined by the change of the one-electron grand potential at fixed Fermi energy $E_F$ and zero electronic temperature; any further relaxation of the potentials is left out.

\begin{enumerate}
\item Estimate $J_0$ and the Curie temperature for a chain with one orbital per site, band energy $-2t\cos k$, spin levels $\varepsilon_\uparrow=-\delta/2$ and $\varepsilon_\downarrow=+\delta/2$, $t=1$~eV and $\delta=3$~eV. The majority band is filled up to $k_F=\pi/3$ and the minority band is empty.
\item Find $J_{0j}$ from multiple scattering. Show that $J_0$ can be written with the site-diagonal blocks of the scattering path operator alone, and check this on the chain.
\item Find the mean-field Curie temperature in terms of $J_0$.
\end{enumerate}

\section{First estimate by scaling}

If moment 0 alone turns by $\theta$, the terms of (\ref{heis}) that contain it sum to $-2J_0\cos\theta$, because each pair appears twice. The cost is
\begin{equation}
\delta E=2J_0(1-\cos\theta)\simeq J_0\theta^2 .
\label{single}
\end{equation}

Suppose that $\delta\gg t$. An electron's spin then follows the local moment, and hopping between sites whose moments differ by $\theta$ is reduced by the spinor overlap $\cos(\theta/2)\simeq1-\theta^2/8$. A bond contributes the energy $-2tb$, where $b$ is the expectation value of hopping along it. Two bonds meet at site 0, so
\begin{equation}
\delta E\simeq 2\times 2tb\times\frac{\theta^2}{8}=\frac{tb}{2}\,\theta^2,
\qquad J_0\sim\frac{tb}{2}.
\label{est}
\end{equation}
Near the band bottom $\cos k\approx1$, and $b$ is roughly the number of electrons per site, $n=k_F/\pi=1/3$. This gives $J_0\sim 1/6$~eV, or about 170~meV. Since $J_0$ is the only energy in the spin model at this level, $kT_c\sim J_0$, which means roughly 1900~K.

\section{Exact solution}

\subsection{The grand potential in scattering form}

Write $H=H_h+V$, with a spin-independent host $H_h$ and a site-diagonal $V$. Energies carry an infinitesimal positive imaginary part. The density of states is $-\pi^{-1}\,\mathrm{Im}\,\mathrm{Tr}(E-H)^{-1}$, and $\mathrm{Tr}(E-H)^{-1}=\frac{d}{dE}\ln\det(E-H)$. The integrated density of states is therefore $N(E)=-\pi^{-1}\mathrm{Im}\ln\det(E-H)$ up to a constant independent of the moment directions. Integration by parts gives
\begin{equation}
\Omega=\int^{E_F}(E-E_F)\frac{dN}{dE}\,dE=-\int^{E_F}N\,dE
=\frac1\pi\,\mathrm{Im}\int^{E_F}\ln\det(E-H)\,dE+\text{const}.
\end{equation}

With $G_h=(E-H_h)^{-1}$ and invertible $V$,
\begin{equation}
E-H=(E-H_h)(1-G_hV)=(E-H_h)(V^{-1}-G_h)V .
\end{equation}
The determinants of the outer factors do not change when moments turn. Split $G_h$ into its site-diagonal part and the rest, $S$. The single-site matrix $t_i=V_i(1-G_{h,ii}V_i)^{-1}$ has the inverse $t_i^{-1}=V_i^{-1}-G_{h,ii}$, so that
\begin{equation}
V^{-1}-G_h=m-S,\qquad m_i=t_i^{-1},\qquad \tau=(m-S)^{-1}.
\label{tau}
\end{equation}

For non-overlapping muffin-tin spheres in free space, the propagator between two spheres can be expanded in free waves regular at both centres: $S=\mathcal J g\mathcal J^{T}$, where $g$ contains the structure constants. Since $\det(1-AB)=\det(1-BA)$,
\begin{equation}
\det(1-t\,\mathcal Jg\mathcal J^{T})=\det(1-\mathcal J^{T}t\mathcal J\,g).
\end{equation}
The same form thus holds with the small on-shell matrix $\mathcal J^{T}t\mathcal J$ in angular momentum. In tight binding one may take $m_i=E-\varepsilon_i$ and let $S$ be the hopping matrix. These choices change $\det(m-S)$ only by factors independent of the directions, so they give the same $J_{ij}$.

\subsection{Pair constants}

Since the host has no spin dependence, $m_i$ turns with the moment:
\begin{equation}
m_i=\bar m_i+\tfrac12\Delta_i\,\boldsymbol\sigma\cdot\mathbf e_i,\qquad
\Delta_i=m_{i\uparrow}-m_{i\downarrow}.
\end{equation}
Turn the moments in the $xz$ plane by small angles $\theta_i$. To second order
\begin{equation}
\delta m_i=\tfrac12\Delta_i\left(\theta_i\sigma_x-\tfrac12\theta_i^2\sigma_z\right),\qquad
\delta\ln\det(m-S)=\mathrm{Tr}\,\tau\,\delta m-\tfrac12\mathrm{Tr}\,\tau\,\delta m\,\tau\,\delta m .
\end{equation}
The reference $\tau$ is diagonal in spin. In the first trace $\sigma_x$ drops out, leaving $-\frac14\sum_i\theta_i^2\,\mathrm{Tr}\,\Delta_i(\tau^\uparrow_{ii}-\tau^\downarrow_{ii})$. In the second trace $\sigma_x$ flips the spin between the two propagators:
\begin{equation}
-\frac18\sum_{ij}\theta_i\theta_j\,\mathrm{Tr}\left[\Delta_i\tau^\uparrow_{ij}\Delta_j\tau^\downarrow_{ji}
+\Delta_i\tau^\downarrow_{ij}\Delta_j\tau^\uparrow_{ji}\right]
=-\frac14\sum_{ij}\theta_i\theta_j\,\mathrm{Tr}\,\Delta_i\tau^\uparrow_{ij}\Delta_j\tau^\downarrow_{ji}.
\end{equation}
The two terms are equal after summation: exchange the labels $i,j$ in the second and use the cyclic property of the trace. With the factor $1/\pi$ of $\Omega$,
\begin{align}
\delta\Omega&=-\sum_i B_i\theta_i^2-\sum_{ij}A_{ij}\theta_i\theta_j,\label{dOm}\\
A_{ij}&=\frac1{4\pi}\mathrm{Im}\int^{E_F}\mathrm{Tr}\,\Delta_i\tau^\uparrow_{ij}\Delta_j\tau^\downarrow_{ji}\,dE,\qquad
B_i=\frac1{4\pi}\mathrm{Im}\int^{E_F}\mathrm{Tr}\,\Delta_i(\tau^\uparrow_{ii}-\tau^\downarrow_{ii})\,dE .\nonumber
\end{align}

The Heisenberg energy gives, for the same rotation,
\begin{equation}
\delta E=\frac12\sum_{i\neq j}J_{ij}(\theta_i-\theta_j)^2
=\sum_i\theta_i^2\sum_{j\neq i}J_{ij}-\sum_{i\neq j}J_{ij}\theta_i\theta_j .
\label{dE}
\end{equation}
Without spin-orbit coupling the orbital matrices can be chosen symmetric. Transposition under the trace then shows $A_{ij}=A_{ji}$, and comparison of the cross terms gives
\begin{equation}
J_{0j}=\frac1{4\pi}\,\mathrm{Im}\int^{E_F}\mathrm{Tr}\,\Delta_0\tau^\uparrow_{0j}\Delta_j\tau^\downarrow_{j0}\,dE\qquad(j\neq0).
\label{pair}
\end{equation}
The terms in $\theta_0^2$ agree only if $J_0=-B_0-A_{00}$. This must be proved separately.

\subsection{The sum rule}

Both spins have the same $S$, so $(\tau^\downarrow)^{-1}-(\tau^\uparrow)^{-1}=m_\downarrow-m_\uparrow=-\Delta$. Hence
\begin{equation}
\tau^\uparrow-\tau^\downarrow
=\tau^\uparrow\left[(\tau^\downarrow)^{-1}-(\tau^\uparrow)^{-1}\right]\tau^\downarrow
=-\tau^\uparrow\Delta\,\tau^\downarrow .
\label{ident}
\end{equation}
Take the $00$ block, multiply by $\Delta_0$ from the left, and take the trace. Because $\Delta$ is site-diagonal, one sum over sites remains:
\begin{equation}
\sum_j\mathrm{Tr}\,\Delta_0\tau^\uparrow_{0j}\Delta_j\tau^\downarrow_{j0}
=-\mathrm{Tr}\,\Delta_0(\tau^\uparrow_{00}-\tau^\downarrow_{00}).
\end{equation}
Moving the term $j=0$ to the right and integrating gives
\begin{equation}
\boxed{J_0=-\frac1{4\pi}\,\mathrm{Im}\int^{E_F}\mathrm{Tr}\left[\Delta_0(\tau^\uparrow_{00}-\tau^\downarrow_{00})
+\Delta_0\tau^\uparrow_{00}\Delta_0\tau^\downarrow_{00}\right]dE}
\label{sum}
\end{equation}
which is $-B_0-A_{00}$, as required. By (\ref{dOm}) with only $\theta_0\neq0$, it is also the stiffness against turning a single moment. The blocks $\tau_{00}$ still contain scattering from the whole lattice, so (\ref{sum}) removes the sum over pairs but does not reduce the problem to an isolated site.

If the hopping or the structure constants depend on spin, (\ref{ident}) acquires the term $\tau^\uparrow(S_\uparrow-S_\downarrow)\tau^\downarrow$ and (\ref{sum}) no longer equals the sum of (\ref{pair}). In a numerical cluster of five inequivalent two-orbital sites, spin-dependent hopping gives 33.6~meV from the pairs and 47.0~meV from the on-site formula. Without it, both give 0.0510~meV, as does the energy of the turned moment. The site's $J_0$ happens to be small in that cluster.

\subsection{The chain}

Here $m_\sigma=E-\varepsilon_\sigma$, so $\Delta=\varepsilon_\downarrow-\varepsilon_\uparrow=\delta$, and $\tau$ is the Green function. With $x=E-\varepsilon_\sigma$ it obeys
\begin{equation}
x\,g_R+t(g_{R+1}+g_{R-1})=\delta_{R0}.
\end{equation}
The decaying solution is $g_R=g_0\lambda^{|R|}$ with $|\lambda|<1$. The equation at $R\neq0$ gives $x=-t(\lambda+1/\lambda)$. At $R=0$ it gives $g_0(x+2t\lambda)=1$, hence
\begin{equation}
g_0=\frac1{t(\lambda-1/\lambda)} .
\end{equation}
Inside the band $x=-2t\cos k$, $\lambda=e^{ik}$ with $0<k<\pi$, and $g_0=-i/(2t\sin k)$. Below the band $\lambda$ is real and positive, and $g_0=-1/\sqrt{x^2-4t^2}$.

The first part of (\ref{sum}) contains the occupations $n_\sigma=-\pi^{-1}\mathrm{Im}\int^{E_F}g_0^\sigma dE$ and gives $\delta(n_\uparrow-n_\downarrow)/4=\delta n/4$. In the second part the occupied energies lie in the majority band and below the minority band. There $E-\varepsilon_\downarrow=-(\delta+2t\cos k)$ and $dE=2t\sin k\,dk$, which cancels the denominator of $g_0^\uparrow$:
\begin{equation}
J_0=\frac{\delta n}{4}-\frac{\delta^2}{4\pi}\int_0^{k_F}\frac{dk}{\sqrt{(\delta+2t\cos k)^2-4t^2}} .
\label{chainJ}
\end{equation}
For the given parameters
\begin{equation}
J_0=250.0-179.8=70.2\ \text{meV}.
\end{equation}

The pair constants follow from (\ref{pair}), whose integrand is $\delta^2F$ with $F=g_0^\uparrow g_0^\downarrow(\lambda_\uparrow\lambda_\downarrow)^R$. This function is analytic in the upper half plane and falls at least as fast as $1/E^2$. The path can therefore be turned to run vertically from $E_F$:
\begin{equation}
\mathrm{Im}\int^{E_F}F\,dE=-\mathrm{Re}\int_0^\infty F(E_F+iy)\,dy .
\label{vertical}
\end{equation}

\begin{center}
\begin{tabular}{rrr}
$R$ & $J_R$ (meV) & $2\sum_{R'\le R}J_{R'}$ (meV)\\
1 & 32.975 & 65.949\\
2 & 2.823 & 71.596\\
3 & $-0.470$ & 70.656\\
5 & $-0.025$ & 70.183\\
10 & & 70.198
\end{tabular}
\end{center}

The factor 2 counts the neighbours on both sides. The on-site formula gives 70.198~meV, in agreement with the sum. Turning moments in a ring of 201 sites and diagonalizing its Hamiltonian gives $J_0=70.202$~meV and $J_1=32.974$~meV. This checks the prefactor and sign as well as the identity; the numerical check also covers the matrix and $t$-matrix forms.

\subsection{How fast the pair sum converges}

For large $R$, the integral (\ref{vertical}) comes from small $y$. Put $s=d\ln(\lambda_\uparrow\lambda_\downarrow)/dE$ at $E_F$. Then $F(E_F+iy)\simeq F(E_F)e^{iysR}$, and integration along the vertical path gives
\begin{equation}
\int^{E_F}F\,dE\simeq-iF(E_F)\int_0^\infty e^{iysR}dy=\frac{F(E_F)}{sR}.
\label{asym}
\end{equation}

In the chain above $|\lambda_\uparrow|=1$ at $E_F$, while $E_F-\varepsilon_\downarrow=-4t$ gives $\lambda_\downarrow+1/\lambda_\downarrow=4$ and $\lambda_\downarrow=2-\sqrt3=0.268$. The envelope of $J_R$ falls as $0.268^R/R$, since the empty minority band can be reached only by tunnelling.

If both bands cross $E_F$, define $v_\sigma=2t\sin k_\sigma$. Then $s=i(1/v_\uparrow+1/v_\downarrow)$ and $F(E_F)=-e^{i(k_\uparrow+k_\downarrow)R}/(v_\uparrow v_\downarrow)$. Inserting these into (\ref{asym}) and taking the imaginary part,
\begin{equation}
J_R\simeq\frac{\delta^2}{4\pi(v_\uparrow+v_\downarrow)}\,\frac{\cos[(k_\uparrow+k_\downarrow)R]}{R}.
\end{equation}
The sum now converges only conditionally and must be taken in order of distance. For $\delta=1$~eV and $E_F=-1$~eV, measured from the mean of the spin levels, the partial sums up to $R=10$, 100 and 1000 are $-14.56$, $-16.36$ and $-16.14$~meV; the on-site value is $-16.13$~meV. The negative sign means that turning one moment lowers the energy. This ferromagnetic reference state is unstable and has no mean-field Curie temperature.

\subsection{Mean-field Curie temperature}

Let the sites be equivalent and $J_0>0$. Replace every moment except $\mathbf e_0$ by its thermal average $m\hat{\mathbf z}$, where $m$ now denotes a number. The two orderings of each pair give the energy $-2J_0m\cos\theta$. With $a=2J_0/kT$ and $c=\cos\theta$, the average over directions is
\begin{equation}
m=\frac{\int_{-1}^{1}c\,e^{amc}\,dc}{\int_{-1}^{1}e^{amc}\,dc}
=\coth(am)-\frac1{am}=\frac{am}{3}-\frac{(am)^3}{45}+\dots
\end{equation}
A small nonzero solution satisfies $m^2\simeq45(a/3-1)/a^3$. It exists for $a>3$ and vanishes at $a=3$, so
\begin{equation}
\boxed{kT_c=\frac{2J_0}{3}}
\label{tc}
\end{equation}
If each pair were counted once, the constants would be twice as large and the same temperature would read $J_0'/3$.

For a spiral of wave vector $q$, the molecular field contains $J(q)=\sum_{R\neq0}J_Re^{iqR}$ in place of $J_0$. Equation (\ref{tc}) gives the first ordering on cooling only if $J(q)$ is largest at $q=0$. For the first chain this holds on the tested grid of $q$; at $q=\pi$ the value is $-59.7$~meV. Therefore
\begin{equation}
kT_c=\tfrac23\times70.2\ \text{meV}=46.8\ \text{meV},\qquad T_c=543\ \text{K}.
\end{equation}

\section{Comparison of the two}

The estimate of 170~meV for $J_0$ is too large by a factor of about 2.4. Taking $kT_c\sim J_0$ instead of $2J_0/3$ adds a factor 1.5, so the estimate ($1/6$~eV, or 1930~K) exceeds the mean-field result by a factor of about 3.6.

To locate the error in $J_0$, expand the integrand of (\ref{chainJ}) for large $\delta$:
\begin{equation}
\frac{\delta}{\sqrt{(\delta+2t\cos k)^2-4t^2}}
=1-\frac{2t\cos k}{\delta}+\frac{t^2(4\cos^2k+2)}{\delta^2}+\dots
\end{equation}
The leading 1 cancels $\delta n/4$. Integrating the rest gives
\begin{equation}
J_0=\frac{t\sin k_F}{2\pi}-\frac{t^2}{4\pi\delta}\left(4k_F+\sin2k_F\right)+\dots
\label{large}
\end{equation}
The first term is $tb/2$ with the true bond value $b=\pi^{-1}\int_0^{k_F}\cos k\,dk=\sin k_F/\pi$. The physical argument behind (\ref{est}) is therefore correct for $\delta\to\infty$. Replacing $b=0.276$ by $n=0.333$ accounts for the step from 138 to 167~meV.

The larger error comes from the finite splitting. The second term of (\ref{large}) describes virtual hops into minority states, which on balance favour turned moments: at this order they add $-t^2(4k_F+2\sin2k_F)/(8\pi\delta)$ to $J_1$ and, for this $k_F$, a smaller positive amount $t^2\sin2k_F/(8\pi\delta)$ to $J_2$. At $\delta=3t$ it is
\begin{equation}
-\frac{4.189+0.866}{12\pi}\ \text{eV}=-134\ \text{meV},
\end{equation}
almost as large as the first term. The series in $t/\delta$ converges only for $\delta>4t$, because the square root vanishes at $\delta=-2t(1+\cos k)$. The second term gives the sign of the correction but cannot be used for its size here; the full integral (\ref{chainJ}) is needed. The picture of coupling through adjacent bonds survives better: nearest neighbours supply $65.9/70.2$, or 94\%, of $J_0$.

Two limits apply to the temperature itself. First, $J_0$ was computed in the ferromagnetic state and for small angles, whereas the mean-field average uses (\ref{heis}) at all angles. The electronic energy need not follow $\cos\theta$ there, and the deviation can have either sign. In this chain, at $\delta=3t$, the cost of nearly reversing one moment is about a third larger than (\ref{single}) predicts. For $\delta\gg t$ and the same $k_F$, where the hopping scales as $\cos(\theta/2)$, it is about a tenth smaller. Near $T_c$ the local moments are disordered, $\tau_{00}$ is different, and $J_0$ need not keep its value. Secondly, mean field ignores correlated fluctuations. If only $J_1$ is kept, the average of a moment at the end of the chain, given its neighbour, is $\mathcal L=\coth K-1/K$ times the neighbour's direction, with $K=2J_1/kT$. Repeating the step gives $\langle\mathbf e_0\cdot\mathbf e_R\rangle=\mathcal L^R$, which decays at every $T>0$. At the mean-field $T_c$, $K=65.9/46.8=1.41$ and $\mathcal L\approx0.42$. The correlation length $-1/\ln\mathcal L$ is then about one site. For the chain with $J_1$ alone, a temperature of this size marks the scale on which short-range order develops, not a transition.

\section*{Calculated quantities}
\begin{verbatim}
MAIN CHAIN, minority band empty
hopping t = 1.0 eV, splitting = 3.0 eV
Fermi energy (from mean of spin levels) = -2.500 eV
k_F = 1.04720 rad per site, electrons per site = 0.33333
J_R at R = 1: 32.97464 meV
J_R at R = 2: 2.82341 meV
J_R at R = 3: -0.47012 meV
J_R at R = 4: -0.21138 meV
J_R at R = 5: -0.02506 meV
J_R at R = 6: 0.00481 meV
twice the sum of J_R up to R = 1: 65.949288 meV
twice the sum of J_R up to R = 2: 71.596107 meV
twice the sum of J_R up to R = 3: 70.655877 meV
twice the sum of J_R up to R = 5: 70.182986 meV
twice the sum of J_R up to R = 10: 70.197922 meV
J_0 from on-site formula = 70.197915 meV
  moment term = 250.0000 meV
  subtracted on-site product term = 179.8021 meV
decay factor per site at the Fermi energy = 0.26795
J(q = pi) = -59.7294 meV
ring of 201 sites, turning angle = 0.02 rad
  J_0 from energies = 70.2020 meV
  J_1 from energies = 32.9738 meV
  J_2 from energies = 2.8250 meV
mean-field k T_c = 46.7986 meV
k T_c from numerical self-consistency = 46.7986 meV
mean-field T_c = 543.1 K
SECOND CHAIN, both bands occupied
splitting = 1.0 eV, Fermi energy = -1.0 eV
k_up = 1.3181, k_down = 0.7227 rad per site
amplitude of R J_R at large R = 24.415 meV
twice the sum of J_R up to R = 10: -14.5567 meV
twice the sum of J_R up to R = 100: -16.3559 meV
twice the sum of J_R up to R = 1000: -16.1382 meV
J_0 from on-site formula = -16.1335 meV
CLUSTER, five sites with two orbitals
J_0 from pairs = 0.0510 meV
J_0 from on-site blocks = 0.0510 meV
J_0 from energies = 0.0510 meV
spin-dependent hopping: pair sum = 33.611 meV
spin-dependent hopping: on-site formula = 47.006 meV
\end{verbatim}
